# Mean Film Thickness in a V-Groove with Diffuse Re-emission, part 1

(Sections cited here and not found follow in the second part.)

## Part one: counting particles in the groove

**Q.** A film grows from a vapour on a surface into which a long V-shaped groove has been cut. You want one number for the film on the groove walls. What is compared with what?

**A.** I compare two thicknesses grown in the same time. One is the film thickness on the walls, measured normal to the wall and averaged over both walls. The other is the thickness on a flat surface beside the groove. Their ratio is $R$.

In cross-section the groove has two straight walls of length $L$ that meet at the apex. Each wall makes the angle $\phi$ with the symmetry axis, with $0<\phi<90^\circ$, so the angle between the walls is $2\phi$. The mouth is the straight line joining the upper ends of the walls. Each end lies a distance $L\sin\phi$ from the axis, so the mouth width is

$$W=2L\sin\phi .$$

The groove is so long that its ends do not matter, and I count everything per unit length along it.

**Q.** And what do the particles do?

**A.** They fly in straight lines without colliding with one another. At each hit on a surface a particle sticks with probability $s$, the same at every hit. Otherwise it leaves at once, with no memory of its incoming direction. Its new direction follows the cosine law: the probability per unit solid angle is $\cos\theta/\pi$, where $\theta$ is the angle from the local surface normal. This is what "diffuse" means. The shape of the groove is held fixed while we count.

Let $F_0$ be the number of particles that strike a flat surface per unit area and time. The same flux crosses the mouth from above. That requires a groove small compared with the distance over which the gas above it changes.

**Q.** Particles also bounce off the flat surface. Does $F_0$ not need a correction for those that come back?

**A.** A particle leaving a flat surface has no other surface in sight. If it later returns after collisions far above, it is part of the incoming gas and is already counted in $F_0$. The flat surface therefore collects $sF_0$ per unit area and time.

On the walls let $F$ be the mean arrival flux, counting first and repeated hits alike. The mean deposition is $sF$. Every deposited particle adds the same film volume, so the thickness ratio is

$$R=\frac{sF}{sF_0}=\frac{F}{F_0}.$$

The explicit $s$ cancels, but $F$ still depends on $s$ through the repeated hits.

**Q.** Then we need to know how often a re-emitted particle gets out. The cosine law lives in three dimensions and your drawing has two. How do you get from one to the other?

**A.** By integrating over the motion along the groove, which changes nothing in a long groove. Take unit vectors along the wall normal, along the wall away from the apex, and along the groove. Write the direction of flight as

$$(\cos\gamma\cos\beta,\ \cos\gamma\sin\beta,\ \sin\gamma).$$

Here $\beta$ is the angle from the normal seen in the cross-section, positive toward the mouth, and $\gamma$ is the tilt out of the cross-section. Both run from $-\pi/2$ to $\pi/2$. The solid angle element is $\cos\gamma\,d\gamma\,d\beta$, and $\cos\theta=\cos\gamma\cos\beta$ is the normal component. The probability of a direction within $d\beta$ is therefore

$$\frac{\cos\beta\,d\beta}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\gamma\,d\gamma
=\frac{\cos\beta\,d\beta}{\pi}\,\frac{\pi}{2}
=\frac12\cos\beta\,d\beta=\frac12\,d(\sin\beta).$$

So $\sin\beta$ is spread evenly between $-1$ and $1$. The probability of flying into a range of $\beta$ is half the change of $\sin\beta$ across that range.

**Q.** Use it, then. A particle leaves the wall at distance $x$ from the apex. What is its chance of leaving through the mouth?

**A.** The wall is flat, so the particle cannot hit the wall it came from. Seen from $x$, the opposite wall begins at the apex, in the direction $\sin\beta=-1$, and ends at its upper tip. Beyond that tip comes the mouth, which reaches up to the tip of the particle's own wall, at $\sin\beta=+1$.

I need $\sin\beta$ for the opposite tip. Measured from the apex, that tip lies $L\cos2\phi$ along our wall and $L\sin2\phi$ along its normal. Measured from the point $x$, the component along the wall is $L\cos2\phi-x$. The distance to the tip is

$$D(x)=\sqrt{(L\cos2\phi-x)^2+L^2\sin^22\phi}=\sqrt{x^2+L^2-2xL\cos2\phi}.$$

Hence $\sin\beta_{\rm tip}=(L\cos2\phi-x)/D(x)$, and the chance of escape is

$$v(x)=\frac12\left(1-\sin\beta_{\rm tip}\right)=\frac12\left[1+\frac{x-L\cos2\phi}{D(x)}\right].$$

**Q.** That depends on $x$. Which $x$ do you use?

**A.** Here an assumption enters. I suppose that the re-emitted particles start uniformly over the walls, wherever they landed. This is the meaning of "uniform" re-emission. It is a closure: it replaces an unknown distribution of starting points by a simple one. With it, I need the plain average of $v$ over the wall.

The average follows from the derivative of the distance:

$$\frac{dD}{dx}=\frac{2x-2L\cos2\phi}{2D}=\frac{x-L\cos2\phi}{D},
\qquad\text{so}\qquad v=\frac12\left(1+\frac{dD}{dx}\right).$$

Writing $\langle\cdot\rangle$ for the wall average,

$$\langle v\rangle=\frac1L\int_0^L v\,dx=\frac12\left[1+\frac{D(L)-D(0)}{L}\right].$$

At the apex $D(0)=L$. At the top $D(L)$ is the width of the mouth, $2L\sin\phi$. Therefore

$$\langle v\rangle=\frac12\left[1+2\sin\phi-1\right]=\sin\phi .$$

**Q.** A suspiciously simple answer for such an untidy $v(x)$. Can you get it without the integral?

**A.** Yes, from a gas in equilibrium. Let nothing stick, and let the groove be filled with the same isotropic gas as the space above. Every surface then receives the flux $F_0$ and sends it back with the cosine law. Per unit groove length the walls emit $2LF_0$, uniformly. The mouth is crossed outward by $WF_0$. Each of these particles last touched a wall, because a particle that enters through the mouth must strike a wall before it can leave. If $P$ is the escape probability after uniform emission, then

$$2LF_0P=WF_0,\qquad P=\frac{W}{2L}=\sin\phi .$$

Tracing particles in three dimensions for $\phi=35^\circ$ gives an escape probability of 0.5735, against $\sin35^\circ=0.5736$.

**Q.** Now the flux itself. How many particles make their first hit on the walls?

**A.** All that enter. A particle crossing the mouth inward moves toward the apex side, and the walls close off everything there. The first hits number $WF_0=2LF_0\sin\phi$ per unit length and time. Spread over the wall length $2L$, they give a mean flux $F_0\sin\phi$.

The second source is re-emission. The walls receive $2LF$ and send back $(1-s)2LF$. A fraction $\sin\phi$ of that escapes, and the fraction $1-\sin\phi$ hits the opposite wall. In a steady state the mean arrival flux is the sum of both sources:

$$F=F_0\sin\phi+(1-s)(1-\sin\phi)F .$$

**Q.** Solve it slowly, please.

**A.** Move the last term to the left. The coefficient of $F$ becomes

$$1-(1-s)(1-\sin\phi)=1-\left[1-\sin\phi-s+s\sin\phi\right]=s+(1-s)\sin\phi .$$

Dividing by it and by $F_0$ gives

$$R=\frac{F}{F_0}=\frac{\sin\phi}{s+(1-s)\sin\phi}.$$

**Q.** Before I accept it I want limits. What if every particle sticks?

**A.** For $s=1$ the denominator is 1 and $R=\sin\phi$. The particles that would have covered the width $W$ are now spread over the wall length $2L=W/\sin\phi$, so the mean film is thinner by that factor.

For $s\to0$ at fixed $\phi$, $R\to1$. Hardly any particle sticks then, so as many must escape as enter: $2LF\sin\phi=WF_0$, which gives $F=F_0$. For $\phi\to90^\circ$ the groove opens into a flat surface and $R\to1$ for every $s$.

**Q.** So a small sticking probability guarantees an even film?

**A.** It has to be small compared with something. Subtract $R$ from 1:

$$1-R=\frac{s+(1-s)\sin\phi-\sin\phi}{s+(1-s)\sin\phi}=\frac{s(1-\sin\phi)}{s+(1-s)\sin\phi}.$$

Within the closure, in a narrow groove this is small when $s\ll\sin\phi$. The comparison is between the chance of sticking and the chance of escaping. For example, $R=1/2$ requires $2\sin\phi=s+(1-s)\sin\phi$, hence $(1+s)\sin\phi=s$ and

$$\sin\phi=\frac{s}{1+s}.$$

More generally, a mean ratio of at least $r$, with $0<r<1$, requires $\sin\phi\ge rs+r(1-s)\sin\phi$. Collecting the terms without $s$ on the left gives $(1-r)\sin\phi\ge rs(1-\sin\phi)$, or

$$s\le\frac{(1-r)\sin\phi}{r(1-\sin\phi)}.$$

This is a rule for the mean, within the closure and for constant $s$. It says nothing about the thinnest place. In narrow grooves it is also too lenient once particles leave from where they landed, the case treated in Part two. For an isotropic gas at the largest $s$ allowed for $r=0.9$, the mean ratio is then 0.89 at $\phi=35^\circ$, 0.85 at $10^\circ$, 0.81 at $5^\circ$ and 0.72 at $2^\circ$.

**Q.** How many hits does an entering particle make on average?

**A.** The walls receive $2LF$ hits while $WF_0$ particles enter. The mean number of hits per entering particle is

$$N=\frac{2LF}{WF_0}=\frac{R}{\sin\phi}=\frac{1}{s+(1-s)\sin\phi}.$$

The same number follows from the history of one particle. After a hit it makes another one with probability $q=(1-s)(1-\sin\phi)$: it must fail to stick and then fail to escape. The expected number of hits is $1+q+q^2+\dots=1/(1-q)$, which is the expression above.

This also splits $R$ into two effects. Since $R=N\sin\phi$, the larger wall area lowers the film by the factor $\sin\phi$, and repeated hits raise it by the factor $N$.

**Q.** You have not told me whether the vapour arrives from all directions or as a beam. Surely that matters.

**A.** Within the closure it does not matter for the mean. The balance uses the number of first hits, which is fixed by the flux through the mouth. Their places along the wall are then forgotten, because re-emission starts uniformly whatever happened before. The direction of arrival does change where the first hits fall, and therefore the local film thickness.

**Q.** Give me a case with numbers.

**A.** Take $\phi=35^\circ$, a mouth 2.00 µm wide, $s=0.30$, and a film of 100 nm on the flat surface. The wall length is

$$L=\frac{W}{2\sin\phi}=\frac{2.00}{2(0.5736)}\ \text{µm}=1.743\ \text{µm}.$$

The denominator is $0.30+0.70(0.5736)=0.7015$, so

$$R=\frac{0.5736}{0.7015}=0.818,\qquad N=\frac{1}{0.7015}=1.43 .$$

The mean wall film is 82 nm. Following individual particles, with every re-emission started at a random place on the walls, gives $R=0.8171\pm0.0009$ and $N=1.425$. The uncertainty is one standard error.

**Q.** And how much does the answer move if I know $s$ poorly?

**A.** Write the denominator as $M=\sin\phi+s(1-\sin\phi)$, which is the same expression reordered. Then $dM/ds=1-\sin\phi$ and

$$\frac{dR}{ds}=-\frac{\sin\phi\,(1-\sin\phi)}{M^2}.$$

Here this is $-0.5736(0.4264)/(0.7015)^2=-0.50$. An error of 0.10 in $s$ shifts $R$ by about 0.05. The formula itself gives 0.871 for $s=0.20$ and 0.771 for $s=0.40$, at the same angle.

**Q.** The counting is sound. But a particle that lands near the mouth will leave from near the mouth, not from a random place. You have assumed my main objection away.

**A.** The formula is the answer to the problem with the closure. What the closure costs is a separate question, and it needs the flux at each point of the wall.

## Part two: what the uniform closure costs

**Q.** Remind me what we carry over, so that I know what is under attack.

**A.** The walls have length $L$ and half-angle $\phi$, and $x$ is the distance from the apex. A flat surface receives the flux $F_0$, each hit sticks with probability $s$, and $\langle\cdot\rangle$ is the average over a wall. After cosine emission from $x$ the chance of escape is

$$v(x)=\frac12\left[1+\frac{x-L\cos2\phi}{D(x)}\right],\qquad D(x)=\sqrt{x^2+L^2-2xL\cos2\phi},$$

with $\langle v\rangle=\sin\phi$. A flight range in the cross-section has a probability equal to half the change of $\sin\beta$, where $\beta$ is the angle from the wall normal. With uniform starting points, the mean wall film relative to a flat surface is

$$R=\frac{\sin\phi}{M},\qquad M=s+(1-s)\sin\phi .$$

Now $F(x)$ denotes the local arrival flux, and a particle that does not stick leaves from the point where it landed.

**Q.** How different can the escape chances be along one wall?

**A.** At the apex $D=L$, so $v(0)=(1-\cos2\phi)/2=\sin^2\phi$. At the top $D=2L\sin\phi$ and $1-\cos2\phi=2\sin^2\phi$, so

$$v(L)=\frac12\left[1+\frac{2\sin^2\phi}{2\sin\phi}\right]=\frac{1+\sin\phi}{2}.$$

For $\phi=35^\circ$ these are 0.329 and 0.787. Between them $v$ rises steadily, because

$$\frac{dv}{dx}=\frac12\left[\frac1D-\frac{(x-L\cos2\phi)^2}{D^3}\right]=\frac{L^2\sin^22\phi}{2D^3}>0 .$$

The last step uses $D^2-(x-L\cos2\phi)^2=L^2\sin^22\phi$.

With re-emission assumed to start uniformly over the walls, the mean wall film relative to a flat surface is $R=\sin\phi/M$, with $M=s+(1-s)\sin\phi$; yet the chance of escape rises steadily from the apex to the top of the wall. It remains to find the flux at each point when particles leave from where they landed, and so what the uniform closure costs.

Numerical values quoted here were computed with a short program.
